# Cahn–Hilliard Critical-Nucleus Work Near the Spinodal at Fixed Temperature

## Definitions and conventions

Let $c(\mathbf r)$ be the atomic fraction of one component of a binary solid. At a fixed temperature $T$ below the critical temperature $T_c$, take the mean-field free energy

$$F[c]=\int\left[f(c)+\frac{\kappa}{2}|\nabla c|^2\right]d^3r,\qquad \kappa>0. \tag{1}$$

Here $f$ is the free energy per volume of a uniform solution. The factor $1/2$ in the gradient term fixes the meaning of $\kappa$, which is constant until its composition dependence is examined below. The algebra is in atomic units, but its relations hold in any consistent units. Numerical energies are in eV and lengths in Å.

The low-composition spinodal $c_s$ satisfies $f''(c_s)=0$. The starting phase lies at distance $\delta$ on its metastable side:

$$c_0=c_s-\delta,\quad \delta>0,\qquad B\equiv-f'''(c_s)>0. \tag{2}$$

The other spinodal follows by exchanging the components. The result to be shown is

$$W^*=S\,\kappa^{3/2}B^{-1/2}\delta^{3/2}\,[1+O(\delta)], \tag{3}$$

where $S$ is a pure number and $W^*$ is the work of forming the critical nucleus.

## Work in a large reservoir

Write $c=c_0+u$ inside and around the nucleus. Solute is conserved, so in a volume $V$ the excess $\int u\,d^3r$ must be drawn from the matrix. Spread uniformly, this lowers the composition by $\epsilon=V^{-1}\int u\,d^3r$. The resulting change in bulk free energy is

$$\int[f(c_0+u-\epsilon)-f(c_0)]d^3r
\to\int[f(c_0+u)-f(c_0)-u f'(c_0)]d^3r$$

as $V\to\infty$. The last term arises because $-\epsilon\int f'(c_0+u)\,d^3r$ tends to $-f'(c_0)\int u\,d^3r$; the terms in $\epsilon^2V$ vanish. Hence

$$W[u]=\int\left[\Delta f(u)+\frac{\kappa}{2}|\nabla u|^2\right]d^3r,$$

$$\Delta f(u)=f(c_0+u)-f(c_0)-u f'(c_0). \tag{4}$$

For a small localized variation $\eta$, integration by parts gives

$$\delta W=\int[\Delta f'(u)-\kappa\nabla^2u]\,\eta\,d^3r.$$

A stationary spherical nucleus therefore obeys

$$\kappa\left(u''+\frac2r u'\right)=\Delta f'(u),\qquad u'(0)=0,\quad u(\infty)=0. \tag{5}$$

## Expansion and scaling

Let $f_4=f''''(c_s)$. Taylor expansion about $c_s$ gives

$$f''(c_0)=B\delta+\tfrac12f_4\delta^2+O(\delta^3),$$

$$f'''(c_0)=-B-f_4\delta+O(\delta^2). \tag{6}$$

The first sign is positive because the displacement from the spinodal is $-\delta$ and the third derivative is $-B$. Inserting (6) in the expansion of $\Delta f$ in $u$ gives

$$\Delta f=\frac{B\delta}{2}u^2-\frac B6u^3
+f_4\left(\frac{\delta^2u^2}{4}-\frac{\delta u^3}{6}+\frac{u^4}{24}\right)+\cdots. \tag{7}$$

The first two terms balance when $u$ is of order $\delta$. Set

$$u=\delta\,\phi(\rho),\qquad r=\ell\rho,\qquad \ell=\sqrt{\frac{\kappa}{B\delta}}. \tag{8}$$

The left side of (5) becomes $(\kappa\delta/\ell^2)\nabla_\rho^2\phi=B\delta^2\nabla_\rho^2\phi$. The leading right side is $B\delta^2(\phi-\phi^2/2)$. Thus

$$\nabla_\rho^2\phi=\phi-\frac{\phi^2}{2}. \tag{9}$$

The gradient energy density is $\kappa\delta^2|\nabla_\rho\phi|^2/(2\ell^2)=B\delta^3|\nabla_\rho\phi|^2/2$, so all leading terms share the factor $B\delta^3$. With $d^3r=\ell^3d^3\rho$,

$$W^*=B\delta^3\ell^3S
=B\delta^3\left(\frac{\kappa}{B\delta}\right)^{3/2}S
=S\kappa^{3/2}B^{-1/2}\delta^{3/2}, \tag{10}$$

$$S=\int\left[\frac12|\nabla\phi|^2+\frac{\phi^2}{2}-\frac{\phi^3}{6}\right]d^3\rho. \tag{11}$$

The nucleus becomes wider as $\delta^{-1/2}$, but its energy density falls as $\delta^3$. The fall in density outweighs the growth in volume, $\delta^{-3/2}$, and the work vanishes.

## Existence of the scaled nucleus

The scaling is useful only if (9) has a localized solution. For a radial profile define

$$E=\frac{\phi'^2}{2}-\frac{\phi^2}{2}+\frac{\phi^3}{6},\qquad
\frac{dE}{d\rho}=-\frac2\rho\phi'^2. \tag{12}$$

The derivative follows on substituting $\phi''=\phi-\phi^2/2-2\phi'/\rho$. If $2<\phi(0)\le3$, then $E(0)=\phi(0)^2[\phi(0)-3]/6\le0$, and $E$ subsequently becomes negative. The profile cannot reach $\phi=0$, where $E\ge0$. It must turn back: this is an undershoot.

For a large starting value put $\phi=\phi(0)\theta$ and $s=\rho\sqrt{\phi(0)}$. In the limit $\phi(0)\to\infty$,

$$(s^2\theta')'=-\frac12s^2\theta^2,\qquad \theta(0)=1,\quad\theta'(0)=0. \tag{13}$$

Suppose $\theta$ stayed positive. It would decrease, so integration would give $-s^2\theta'\ge s^3\theta^2/6$. Dividing by $s^2\theta^2$ and integrating gives $1/\theta\ge1+s^2/12$, hence $\theta<12/s^2$. But $-s^2\theta'$ is positive and increasing, so beyond some point $-\theta'\ge C/s^2$ with $C>0$, which gives $\theta\ge C/s$. The two bounds conflict at large $s$. Thus $\theta$ crosses zero, with nonzero slope, and so does $\phi$ for large enough $\phi(0)$: this is an overshoot.

Small changes of starting value preserve either outcome. A starting value on the boundary between them gives a positive profile that decreases forever. Its limit must be a zero of $\phi-\phi^2/2$, either 0 or 2. Were the limit 2, $\chi=\phi-2>0$ and $y=\rho\chi$ would obey $y''=-(1+\chi/2)y$. Comparison with $y''=-y$ would force a zero within an interval of length $\pi$, a contradiction. The limit is therefore zero. The tail obeys $(\rho\phi)''\simeq\rho\phi$, so $\phi\propto e^{-\rho}/\rho$ and the integral (11) converges.

Shooting between the two outcomes locates a profile with $\phi(0)=8.383$. An independent collocation solution agrees with this central value and gives $S=174.64$. The exponent in (10) does not depend on uniqueness of the profile; this value of $S$ belongs to the profile found.

## Integral identities and the saddle

Let $I_n=\int\phi^n d^3\rho$ and $K=\frac12\int|\nabla\phi|^2d^3\rho$. Multiplying (9) by $\phi$ and integrating by parts gives

$$2K+I_2-\frac12I_3=0. \tag{14}$$

For the dilated profile $\phi(\rho/\lambda)$, the energy is $\lambda K+\lambda^3(I_2/2-I_3/6)$. It must be stationary at $\lambda=1$:

$$K+\frac32I_2-\frac12I_3=0. \tag{15}$$

Subtracting (15) from (14) gives $K=I_2/2$. Equation (14) then gives $I_3=4I_2$, so

$$S=K+\frac{I_2}{2}-\frac{I_3}{6}
=I_2-\frac23I_2=\frac{I_2}{3}. \tag{16}$$

Numerically, $523.92/3=174.64$, in agreement with direct integration of (11).

The second variation of the scaled energy is $\frac12\int\eta H\eta\,d^3\rho$, with $H=-\nabla^2+1-\phi$. Taking $\eta=\phi$ and using (9),

$$\int\phi H\phi\,d^3\rho
=\int\phi\left(-\frac{\phi^2}{2}\right)d^3\rho
=-\frac{I_3}{2}<0. \tag{17}$$

There is thus at least one direction of decreasing energy. Differentiating (9) with respect to a Cartesian coordinate gives $H\partial_i\phi=0$: these are the three translations.

The computed radial eigenvalues begin with $-2.36$ and $0.80$. The lowest eigenvalue at angular momentum one is zero within the discretization error, and the next is positive. Far from the nucleus $H$ tends to $-\nabla^2+1$, so in infinite space a continuum of extended modes begins at 1. The lowest quadrupole value found in the finite computational box, $1.10$, belongs to this continuum and depends on the box size; no quadrupole mode lies below 1. Higher angular momenta have a larger centrifugal term, so their spectra are also positive. The nucleus is therefore a saddle with one unstable direction, along which it shrinks or grows.

This spectrum also supports the error term in (3). After the scaling (8), the full equation depends smoothly on $\delta$ down to $\delta=0$. Since $H$ has no radial zero mode, the implicit-function theorem continues the profile to small positive $\delta$, with a change of order $\delta$.

## First corrections and failure of the law

Because the leading profile is stationary, its change of order $\delta$ alters the energy at order $\delta^2$ relative to the leading work. The first correction therefore comes from inserting the unperturbed profile in the $f_4$ term of (7):

$$\frac{W^*}{W_{\rm law}}-1
=\frac{f_4\delta}{BS}\left(\frac{I_2}{4}-\frac{I_3}{6}+\frac{I_4}{24}\right)$$

$$=\frac{f_4\delta}{B}\left(\frac{I_4}{8I_2}-\frac54\right)
=1.301\,\frac{f_4\delta}{B}. \tag{18}$$

The second line uses $S=I_2/3$, $I_3=4I_2$ and the computed ratio $I_4/I_2=20.412$.

If the gradient coefficient varies as $\kappa(c)=\kappa_s+\kappa'(c-c_s)$, then $c-c_s=\delta(\phi-1)$. The additional relative correction is

$$\frac{\kappa'\delta}{\kappa_s}\,
\frac{1}{2S}\int(\phi-1)|\nabla\phi|^2d^3\rho
=3.154\,\frac{\kappa'\delta}{\kappa_s}. \tag{19}$$

A smooth, nonzero $\kappa$ thus changes the approach to the law but leaves its exponent intact.

The expansion fails if $B=0$, as at the critical point. For the symmetric regular solution introduced below, let $x=1-T/T_c$. Its spinodals are $c=(1\pm\sqrt{x})/2$, and near $T_c$ one finds $B/f_4\simeq\sqrt{x}/2$. By (18), the composition range of the law shrinks as $\sqrt{x}$. If $\delta/\sqrt{x}$ is held fixed at a small value and $\kappa$ is constant, then $B\propto\sqrt{x}$ and (10) gives $W^*\propto x^{-1/4}x^{3/4}=x^{1/2}$. This is a different path from the fixed-temperature approach in (3).

The law also fails toward the binodal $c_b$. There the nucleus is a large droplet of composition near the other binodal $c_\beta$, with interface energy $\sigma$ per area. Since

$$\frac{d}{dc_0}\Delta f(c_\beta-c_0)=-(c_\beta-c_0)f''(c_0),$$

the driving force at small supersaturation $c_0-c_b$ is $g=(c_\beta-c_b)f''(c_b)(c_0-c_b)$. Maximizing $4\pi R^2\sigma-4\pi R^3g/3$ gives $R=2\sigma/g$ and

$$W^*=\frac{16\pi\sigma^3}{3g^2}\propto(c_0-c_b)^{-2}. \tag{20}$$

The work therefore diverges at the binodal and vanishes at the spinodal.

## A bcc regular solution

Take, with atomic volume $\Omega=a^3/2$,

$$\Omega f=k_BT[c\ln c+(1-c)\ln(1-c)]+w c(1-c). \tag{21}$$

Its second derivative is $f''=[k_BT/(c(1-c))-2w]/\Omega$, so the critical point at $c=1/2$ has $k_BT_c=w/2$.

The same bond energies determine $\kappa$. Assign each of the $z=8$ nearest-neighbour bonds the mean-field energy

$$\frac wz[c_i(1-c_j)+c_j(1-c_i)]$$

$$=\frac wz[c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2].$$

The first two terms sum to $wc(1-c)$ per atom. There are $z/2$ bonds per atom, and the cubic average of $(\mathbf d\cdot\nabla c)^2$ is $d^2|\nabla c|^2/3$. The last term is therefore $wd^2|\nabla c|^2/6$ per atom. Equating this, divided by $\Omega$, to $\kappa|\nabla c|^2/2$ and using $d^2=3a^2/4$,

$$\kappa=\frac{wd^2}{3\Omega}=\frac{wa^2}{4\Omega}. \tag{22}$$

For numbers, take $T=750$ K, $T_c=900$ K and $a=2.87$ Å. These are rough values in the regime of aged bcc Fe–Cr. They give $w=0.1551$ eV, $\Omega=11.82$ Å$^3$ and

$$\kappa=\frac{0.1551(2.87)^2}{4(11.82)}=0.0270\ \text{eV/Å}.$$

The spinodal is $c_s=0.2959$ and the binodal $c_b=0.1707$, so the metastable interval has width $0.125$. At the spinodal $B=0.05143$ eV/Å$^3$ and $f_4=0.4535$ eV/Å$^3$. The law becomes

$$W_{\rm law}=174.64\,\frac{(0.02702)^{3/2}}{(0.05143)^{1/2}}\,\delta^{3/2}
=3.421\,\delta^{3/2}\ \text{eV}. \tag{23}$$

At $\delta=0.01$ this is $3.42\times10^{-3}$ eV. Solving (5) with the full logarithmic free energy gives $3.84\times10^{-3}$ eV, or $1.41\times10^{-4}$ hartree, which is 12% above the law. Equation (18) predicts an excess of $1.301(0.4535/0.05143)(0.01)=0.115$, close to the computed $0.122$.

The scaling length is $7.2$ Å and the radius at half the central excess is $9.6$ Å. The central composition is $0.370$, far below the other binodal at $1-c_b=0.829$. This critical nucleus is a diffuse fluctuation, not a small piece of the equilibrium second phase.

Between $\delta=10^{-4}$ and $2\times10^{-4}$, the full solutions give an exponent of $1.5017$. The small excess follows from (18): for $W\propto\delta^{3/2}(1+A\delta)$, the apparent exponent between $\delta$ and $2\delta$ exceeds $3/2$ by about $A\delta/\ln2$. Here $A=11.48$, so the excess is $0.0017$. Between $0.01$ and $0.02$ the apparent exponent is $1.67$. A power fitted at such distances would not be the asymptotic one.

## Strain, lattice discreteness and thermal fluctuations

Suppose the stress-free lattice parameter changes by a fraction $\eta u$. In a homogeneous, isotropic, coherent solid, a plane composition wave can relax along its wavevector but not across it. Its two transverse elastic strains are $-\eta u$ and its normal stress is zero. The transverse stresses are $-E\eta u/(1-\nu)$, with $E$ Young's modulus and $\nu$ Poisson's ratio. Half the sum of stress times strain gives

$$\Delta f_{\rm el}=\frac{\eta^2E}{1-\nu}\,u^2. \tag{24}$$

The coefficient is the same for every wave direction, so (24) also holds after integration over a superposition of waves. It adds $2\eta^2E/(1-\nu)$ to $f''$, moving the spinodal but leaving the derivation unchanged. The law then applies to distance from the coherent spinodal. At $\delta=10^{-4}$ from that point, the full work is $1.0011$ times the law.

With rough values $\eta=0.006$, $E=200$ GPa and $\nu=0.3$, the spinodal moves from $0.2959$ to $0.2984$. At the original $c_0$ of the main example, held fixed, the work rises to $5.60\times10^{-3}$ eV, a factor of $1.46$. Even a small misfit matters when the distance from the spinodal is itself small. This factor assumes elastic isotropy, which bcc iron lacks. With rough room-temperature constants $C_{11},C_{12},C_{44}=231,135,116$ GPa, the modulus that replaces $E/(1-\nu)=286$ GPa is 208 GPa for waves along $\langle100\rangle$ and 361 GPa along $\langle111\rangle$; used in (24), these give factors of $1.33$ and $1.60$.

To size the lattice correction, use a spherical profile. The directional average of $2(1-\cos\mathbf k\cdot\mathbf d)$ is

$$2\left(1-\frac{\sin kd}{kd}\right)
=\frac{k^2d^2}{3}-\frac{k^4d^4}{60}+\cdots.$$

Multiplication by $w/(2\Omega)$ reproduces $\kappa k^2/2$ and adds $-\kappa d^2k^4/40$. In real space the added energy is $-(\kappa d^2/40)\int(\nabla^2u)^2d^3r$. At $\delta=0.01$ it is $-1.6\%$ of the work, in agreement with a direct sum over bcc bonds for the same profile.

Thermal fluctuations pose a more serious limit. At 750 K, $k_BT=0.0646$ eV, so the main example has $W^*/k_BT=0.059$. Even at $\delta=0.05$, where the work is already $1.87$ times the leading law, the ratio is only $1.10$. Equation (3) correctly describes the saddle of (1), but in this example, over the range of $\delta$ where (3) is useful, that saddle is not an activation barrier and cannot supply a nucleation rate. The work passes $10k_BT$ only between $\delta=0.09$ and $0.10$; at $0.10$ it is $13k_BT$, almost eight times the leading law.

For fixed $f$ and $c_0$, substituting $\mathbf r=\sqrt\kappa\,\mathbf x$ in (4) shows that $W^*\propto\kappa^{3/2}$ for the full functional with constant $\kappa$. A barrier of $10k_BT$ at $\delta=0.01$ would need $\kappa$ larger by

$$\left[\frac{10(0.06463)}{0.003837}\right]^{2/3}=30.5. \tag{25}$$

For a single shell of bonds at fixed $w$ and $\Omega$, (22) makes $\kappa$ proportional to the squared bond length, so that length would have to grow by $\sqrt{30.5}=5.5$. In this example, a barrier of that height so close to the spinodal therefore requires interactions much longer than nearest-neighbour bonds. Fluctuations also lower the critical temperature: the nearest-neighbour bcc bond model with this $w$, treated beyond mean field, has $T_c\approx0.79\times900\approx715$ K and does not phase separate at 750 K. The gap and spinodal used here are those of its mean-field approximation.

Real Fe–Cr alloys do separate into iron-rich and chromium-rich bcc regions near this temperature. Their miscibility gap is asymmetric and magnetism contributes to their free energy; neither effect is included or sized here. The numbers above therefore indicate scale and do not predict the spinodal of a particular alloy. Among the neglected effects that were sized at $\delta=0.01$, strain raises the saddle work by 46% and lattice discreteness lowers it by about 1.6%, while thermal fluctuations remove its meaning as a barrier. Neither correction is monotonic in $\delta$. The strain factor grows toward the original spinodal (3.5 at $\delta=0.002$), falls to about $1.14$ near $\delta=0.05$ to $0.07$, and grows again toward the binodal ($1.6$ at $\delta=0.11$), because strain also moves the binodal inward to $\delta\approx0.122$. With direction-averaged bonds, the lattice reduction rises to about 4.6% near $\delta=0.05$ and then falls to about 3.4% near the binodal.

## Computed values

```
Universal S: 174.640947
Universal phi(0): 8.383366
Integral phi^2: 523.92284
Integral phi^4 / integral phi^2: 20.411914
Lowest radial mode: -2.36443
Second radial mode in the box: 0.79927
Lowest translation mode: -3.13e-05
Lowest quadrupole mode: 1.09996
Temperature: 750 K; critical: 900 K
Thermal energy: 0.064630 eV
Mixing energy w: 0.155112 eV/atom
Lattice parameter: 2.87 angstrom
Atomic volume: 11.8200 angstrom^3
Neighbour distance: 2.4855 angstrom
Gradient coefficient: 0.027023 eV/angstrom
Spinodal composition: 0.295876
Binodal composition: 0.170715
Binodal-spinodal distance: 0.125161
B: 0.051431 eV/angstrom^3
Fourth derivative: 0.453527 eV/angstrom^3
Law prefactor: 3.420847 eV
Small-delta work exponent: 1.501656
Small-delta amplitude exponent: 0.999978
Small-delta radius exponent: -0.498703
First work correction / delta, formula: 11.47674
First work correction / delta, solved: 11.48277
Kappa-slope correction, formula: 3.15447
Kappa-slope correction, solved: 3.15422
delta; W (eV); W/law; W/kT
0.0001; 3.424775e-06; 1.00115; 0.00005
0.0010; 1.094248e-04; 1.01154; 0.00169
0.0050; 1.280788e-03; 1.05898; 0.01982
0.0100; 3.836663e-03; 1.12155; 0.05936
0.0200; 1.219281e-02; 1.26016; 0.18866
0.0300; 2.528635e-02; 1.42256; 0.39125
0.0500; 7.140365e-02; 1.86695; 1.10481
Work exponent from delta 0.01 to 0.02: 1.66811
Main example delta: 0.010
Scaling length: 7.2486 angstrom
Half-height radius: 9.6332 angstrom
Central composition: 0.36983
Main work: 1.409948e-04 hartree
Relative mesh and cell shift: -5.42e-14
Lattice shift / W, bond sum: -0.01586
Lattice shift / W, formula: -0.01599
Misfit: 0.006; Poisson ratio: 0.3
Young modulus: 200 GPa
Strain coefficient: 6.419838e-05 eV/angstrom^3
Coherent spinodal: 0.298400
Work with strain: 5.598906e-03 eV
Strained / unstrained work: 1.45932
Coherent work/law at delta 0.0001: 1.001147
Kappa factor for W=10 kT: 30.5014
Corresponding range factor: 5.5228
```
